\section*{Direct Perturbation Theory at Order c^-4 for the Hydrogenic 1s Level}

\section{Scaling fixes the power of the charge}

In Hartree atomic units the Dirac equation for one electron in $V=-Z/r$ contains two parameters, $Z$ and $c=1/\alpha$. A change of length scale leaves one combination of them. To see this, remove the rest energy, write the four-component function as $(\varphi,\chi/c)$ and set $\lambda=c^{-2}$. The two rows of the equation become
\begin{align}
(V-E)\varphi+\sigma\!\cdot\!p\,\chi&=0,\label{up}\\
\sigma\!\cdot\!p\,\varphi-2\chi+\lambda(V-E)\chi&=0.\label{low}
\end{align}
Now put $r=x/Z$, $E=Z^2\varepsilon$ and $\chi=Z\tilde\chi$. Dividing the first row by $Z^2$ and the second by $Z$ gives
\begin{align}
(-1/x-\varepsilon)\varphi+\sigma\!\cdot\!p_x\tilde\chi&=0,\\
\sigma\!\cdot\!p_x\varphi-2\tilde\chi+\lambda Z^2(-1/x-\varepsilon)\tilde\chi&=0 .
\end{align}
Hence $E=Z^2\varepsilon(\lambda Z^2)$. If the level has an expansion $E=E_0+\lambda E_1+\lambda^2E_2+\dots$, then $E_k=e_kZ^{2k+2}$ with pure numbers $e_k$. The energy of order $c^{-4}$ is therefore $e_2Z^6\alpha^4$, and the task is to find $e_2=-1/16$.

The nucleus is a fixed point charge with $Z\alpha<1$; recoil and quantum electrodynamic (QED) corrections are left out. The general formulas below hold for a fixed electrostatic potential energy $V$ and a level with no degeneracy beyond its two spin states. A degenerate level such as hydrogen 2p first needs zeroth-order functions adapted to the perturbation. In a self-consistent calculation $V$ depends on $\lambda$ through the density, which adds terms not included here.

\section{The perturbation equations}

Equations (\ref{up}) and (\ref{low}) are regular at $\lambda=0$, which is the reason for scaling the lower component. The normalization integral is $\langle\varphi|\varphi\rangle+\lambda\langle\chi|\chi\rangle$. Expand $\varphi$, $\chi$ and $E$ in $\lambda$, and define
\begin{equation}
v=V-E_0,\qquad D=\tfrac12p^2+v .
\end{equation}
Order zero gives $\chi_0=\frac12\sigma\!\cdot\!p\,\varphi_0$ and $\sigma\!\cdot\!p\,\chi_0=-v\varphi_0$. Since $(\sigma\!\cdot\!p)^2=p^2$, this is the Schr\"odinger equation $D\varphi_0=0$; we take $\langle\varphi_0|\varphi_0\rangle=1$. The next two orders are
\begin{align}
v\varphi_1+\sigma\!\cdot\!p\,\chi_1&=E_1\varphi_0, &
\sigma\!\cdot\!p\,\varphi_1-2\chi_1+v\chi_0&=0,\label{one}\\
v\varphi_2+\sigma\!\cdot\!p\,\chi_2&=E_1\varphi_1+E_2\varphi_0, &
\sigma\!\cdot\!p\,\varphi_2-2\chi_2+v\chi_1&=E_1\chi_0.\label{two}
\end{align}

In each order, project the first equation on $\varphi_0$ and the second on $\chi_0$, and add. The unknown of highest order, $n=1$ or $2$, enters through
\begin{equation}
\langle\varphi_0|v|\varphi_n\rangle+\langle\varphi_0|\sigma\!\cdot\!p|\chi_n\rangle
+\langle\chi_0|\sigma\!\cdot\!p|\varphi_n\rangle-2\langle\chi_0|\chi_n\rangle=0 .
\end{equation}
The second and fourth terms cancel because $\sigma\!\cdot\!p\,\varphi_0=2\chi_0$, and the first and third because $\sigma\!\cdot\!p\,\chi_0=-v\varphi_0$. Moving $\sigma\!\cdot\!p$ to the left is allowed: for the Coulomb 1s state the functions grow no faster than powers of $\ln r$ at the nucleus, so the surface term, proportional to $r^2$, vanishes. What remains is
\begin{align}
E_1&=\langle\chi_0|v|\chi_0\rangle,\label{E1}\\
E_2&=\langle\chi_0|v|\chi_1\rangle-E_1\langle\varphi_0|\varphi_1\rangle-E_1\langle\chi_0|\chi_0\rangle.\label{E2}
\end{align}
Adding $\kappa(\varphi_0,\chi_0)$ to $(\varphi_1,\chi_1)$ changes (\ref{E2}) by $\kappa(E_1-E_1)=0$, so the normalization of the first-order function is free. We choose $\langle\varphi_0|\varphi_1\rangle=0$. A code that keeps the full norm equal to one has, for real functions, $2\langle\varphi_0|\varphi_1\rangle=-\langle\chi_0|\chi_0\rangle$; its last two terms then combine to $-\frac12E_1\langle\chi_0|\chi_0\rangle$.

The second equation in (\ref{one}) gives $\chi_1=\frac12(\sigma\!\cdot\!p\,\varphi_1+v\chi_0)$. Inserting it in the first yields a two-component equation,
\begin{equation}
D\varphi_1=(E_1-W)\varphi_0,\qquad W=\tfrac14\,\sigma\!\cdot\!p\,v\,\sigma\!\cdot\!p .\label{resp}
\end{equation}
With $W\varphi_0=\frac12\sigma\!\cdot\!p\,v\chi_0$, the energy (\ref{E2}) becomes
\begin{equation}
E_2=\langle\varphi_0|W|\varphi_1\rangle+\tfrac12\langle\chi_0|v^2|\chi_0\rangle-E_1\langle\chi_0|\chi_0\rangle .\label{three}
\end{equation}
The first term is the response of the upper component. The other two arise when the lower component is eliminated: the second is of second order in $v$, and the third comes from the shift $E_1$ of the energy in the lower row. The third is also $-E_1$ times the norm carried by the lower component.

\section{Reduction for a nodeless s state}

Rotational symmetry keeps the two spin states of an s level uncoupled, so one constant spinor can be factored out. For a radial function $F$,
\begin{equation}
\sigma\!\cdot\!p\,F=-i\,\sigma\!\cdot\!\hat r\,F',\qquad
\sigma\!\cdot\!p\,(\sigma\!\cdot\!\hat r\,F)=-i\left(F'+\frac{2F}{r}\right).
\end{equation}
The second result is the divergence of $\hat rF$; its curl vanishes. Writing $\chi=-i\,\sigma\!\cdot\!\hat r\,q$, we have $q_0=\frac12\varphi_0'$ and
\begin{equation}
W\varphi_0=-\frac{1}{2r^2}\left(r^2vq_0\right)' .\label{Wphi}
\end{equation}

Let $\varphi_1=f\varphi_0$ and $\langle X\rangle=4\pi\int_0^\infty\varphi_0^2X\,r^2dr$. Because $D\varphi_0=0$, derivatives of $f$ alone survive in
\begin{equation}
D(f\varphi_0)=-\tfrac12\left(f''\varphi_0+2f'\varphi_0'+\frac{2f'\varphi_0}{r}\right)
=-\frac{(r^2\varphi_0^2f')'}{2r^2\varphi_0}.
\end{equation}
Equation (\ref{resp}) can then be integrated once:
\begin{equation}
r^2\varphi_0^2f'=2\int_0^r\varphi_0(W-E_1)\varphi_0\,s^2ds.\label{flux}
\end{equation}
An added constant on the right would make $\varphi_1$ behave as $1/r$ at the origin and produce a delta function in $p^2\varphi_1$ that the source does not contain. The constant is therefore zero. The right side also vanishes at infinity, since $E_1=\langle\varphi_0|W|\varphi_0\rangle$.

The response energy follows by subtracting $E_1\langle\varphi_0|\varphi_1\rangle=0$, using (\ref{flux}) in differential form and integrating by parts:
\begin{equation}
\langle\varphi_0|W|\varphi_1\rangle
=4\pi\int_0^\infty f\,\tfrac12(r^2\varphi_0^2f')'dr=-\tfrac12\langle f'^2\rangle .\label{slope}
\end{equation}
It is negative or zero, as a second-order energy of a ground state must be. For numerical work, insert (\ref{Wphi}) in (\ref{flux}) and integrate by parts. With $g=\varphi_0'/\varphi_0$,
\begin{equation}
r^2\varphi_0^2f'=-\tfrac12r^2\varphi_0^2gv+\int_0^r\varphi_0^2\left(\tfrac12g^2v-2E_1\right)s^2ds ,\label{run}
\end{equation}
which needs no derivative of $V$. At large $r$ the integral should be taken inward from infinity, with its sign reversed, to avoid dividing a rounding error by the small $\varphi_0^2$.

\section{The Coulomb 1s level}

Here $\varphi_0=\sqrt{Z^3/\pi}\,e^{-Zr}$, $E_0=-Z^2/2$, $q_0=-\frac12Z\varphi_0$ and $v=-Z/r+Z^2/2$. The averages $\langle r^{-1}\rangle=Z$ and $\langle r^{-2}\rangle=2Z^2$ give
\begin{equation}
E_1=\frac{Z^2}{4}\left(-Z^2+\frac{Z^2}{2}\right)=-\frac{Z^4}{8}.
\end{equation}
For the source, $r^2vq_0=(\frac12Z^2r-\frac14Z^3r^2)\varphi_0$. Differentiating, with $\varphi_0'=-Z\varphi_0$, and using (\ref{Wphi}),
\begin{equation}
W\varphi_0=\left(-\frac{Z^2}{4r^2}+\frac{Z^3}{2r}-\frac{Z^4}{8}\right)\varphi_0 .
\end{equation}
The constant term equals $E_1$ and drops out of (\ref{flux}). The rest is a total derivative:
\begin{equation}
r^2\varphi_0^2f'=-\frac{Z^2}{2}\int_0^r(1-2Zs)\varphi_0^2ds
=-\frac{Z^2}{2}\,r\varphi_0^2 .
\end{equation}
Thus $f'=-Z^2/(2r)$ and $f=-\frac12Z^2(\ln r-\langle\ln r\rangle)$. The three terms of (\ref{three}) are
\begin{align}
-\tfrac12\langle f'^2\rangle&=-\tfrac12\cdot\tfrac14Z^4\cdot2Z^2=-\tfrac14Z^6,\\
\tfrac12\langle\chi_0|v^2|\chi_0\rangle&=\tfrac18Z^2\left(2Z^4-Z^4+\tfrac14Z^4\right)=\tfrac5{32}Z^6,\\
-E_1\langle\chi_0|\chi_0\rangle&=\tfrac18Z^4\cdot\tfrac14Z^2=\tfrac1{32}Z^6.
\end{align}
Their sum is
\begin{equation}
E_2=\frac{-8+5+1}{32}Z^6=-\frac{Z^6}{16},\qquad
\lambda^2E_2=-\frac{Z^6\alpha^4}{16}.\label{result}
\end{equation}

Every integral here converges, so no infinite energies have to cancel. A cancellation does occur in the first-order lower component $q_1=\frac12(\varphi_1'+vq_0)$:
\begin{equation}
q_1=\frac12\left[-\frac{Z^2}{2r}-Zf+\frac{Z^2}{2r}-\frac{Z^3}{4}\right]\varphi_0
=\left(-\frac{Zf}{2}-\frac{Z^3}{8}\right)\varphi_0 .
\end{equation}
The $1/r$ parts are opposite and a logarithm is left. A finite basis of functions that are bounded at the nucleus can represent this logarithm only approximately, so its convergence there should be checked.

The closed solution confirms the result. In radial form, (\ref{low}) and (\ref{up}) read $\varphi'=[2-\lambda(V-E)]q$ and $q'+2q/r=(V-E)\varphi$. Try $\varphi=r^{\gamma-1}e^{-Zr}$ and $q=y\varphi$ with constant $y$. The second equation is
\begin{equation}
y\left(\frac{\gamma+1}{r}-Z\right)=-\frac Zr-E ,
\end{equation}
so $E=Zy$ and $y(\gamma+1)=-Z$. The $1/r$ part of the first gives $\gamma-1=\lambda Zy$. Multiplying this by $\gamma+1$ yields $\gamma^2=1-\lambda Z^2$, and $E=(\gamma-1)/\lambda$. The constant part, $-Z=(2+\lambda E)y=(\gamma+1)y$, is then satisfied. Expansion gives
\begin{equation}
E=\frac{\sqrt{1-\lambda Z^2}-1}{\lambda}
=-\frac{Z^2}{2}-\frac{\lambda Z^4}{8}-\frac{\lambda^2Z^6}{16}-\frac{5\lambda^3Z^8}{128}-\dots
\end{equation}
The branch point at $\lambda Z^2=1$ limits the series to $Z\alpha\le1$.

\section{Where divergent energies arise}

Divergences appear when the same $E_2$ is divided into Pauli-type operators. Take first a smooth $V$. To first order in $\lambda$ the upper component obeys $[D+\lambda(W-E_1)]\varphi=0$ with norm $\langle\varphi|1+\frac14\lambda p^2|\varphi\rangle$. The function $\tilde\varphi=(1+\frac18\lambda p^2)\varphi$ has the ordinary norm to this order. Substituting $\varphi=(1-\frac18\lambda p^2)\tilde\varphi$ and multiplying from the left by the same factor gives $[D+\lambda(h_2-E_1)]\tilde\varphi=0$ with
\begin{equation}
h_2=W-\tfrac18\{p^2,D\}
=-\tfrac18p^4+\tfrac18\nabla^2V+\tfrac14\sigma\!\cdot\!(\nabla V\times p).
\end{equation}
The explicit form uses $\{p^2,D\}=p^4+\{p^2,v\}$ and $\sigma\!\cdot\!p\,v\,\sigma\!\cdot\!p=\frac12\{p^2,v\}+\frac12\nabla^2V+\sigma\!\cdot\!(\nabla V\times p)$. The spin-orbit term vanishes on an s state.

Since $p^2\varphi_0=-2v\varphi_0$, the first-order function becomes $(f-\frac14v)\varphi_0$, up to a multiple of $\varphi_0$. By the argument leading to (\ref{slope}), the second-order energy of $h_2$ is
\begin{equation}
F_2=-\tfrac12\left\langle(f'-\tfrac14V')^2\right\rangle .
\end{equation}
The remainder $R_4=E_2-F_2$ must come from the expectation value of the $\lambda^2$ operator that accompanies $h_2$. With $q_0=\frac12g\varphi_0$ in (\ref{three}),
\begin{equation}
R_4=-\tfrac14\langle f'V'\rangle+\tfrac1{32}\langle V'^2\rangle+\tfrac18\langle g^2v^2\rangle-\tfrac14E_1\langle g^2\rangle .
\end{equation}
To remove $f'$, integrate by parts and use (\ref{flux}):
\begin{align}
\langle f'V'\rangle&=-2\langle v\varphi_0|W|\varphi_0\rangle+2E_1\langle v\rangle\nonumber\\
&=-\tfrac12\langle gv(V'+gv)\rangle-E_1\langle g^2\rangle .
\end{align}
The last line uses (\ref{Wphi}) and $\langle v\rangle=-\frac12\langle p^2\rangle=-\frac12\langle g^2\rangle$. The terms with $E_1$ cancel, and
\begin{equation}
R_4=\tfrac14\langle g^2v^2\rangle+\tfrac18\langle gvV'\rangle+\tfrac1{32}\langle V'^2\rangle .
\end{equation}

A smooth approach to the point charge is obtained from $\varphi_0\propto e^{-Zu}$, $u=\sqrt{r^2+a^2}$. Requiring $D\varphi_0=0$ with $E_0=-Z^2/2$ fixes
\begin{equation}
V=-\frac Zu-\frac{Z^2a^2}{2u^2}-\frac{Za^2}{2u^3},
\end{equation}
which tends to $-Z/r$ at fixed $r>0$ as $a\to0$. This is a mathematical regularization, not the potential of a real nucleus: the term in $a^2/u^2$ makes $r^2V'$ exceed $Z$ at large $r$, where $\nabla^2V$ is negative. Near the nucleus, with $x=r/a$, the leading part of $\langle V'^2\rangle/32$ is
\begin{equation}
\frac{Z^5}{8a}\int_0^\infty x^4\left[\frac1{(1+x^2)^{3/2}}+\frac{3}{2(1+x^2)^{5/2}}\right]^2dx
=\frac{315\pi Z^5}{8192\,a}.
\end{equation}
The three integrals in the square are $3\pi/16$, $\pi/32$ and $3\pi/256$, with weights $1$, $3$ and $9/4$. The numerical coefficient depends on the smoothing; a uniformly charged sphere of radius $a$ gives $3Z^5/(20a)$.

A logarithm comes from $a\ll r\ll1/Z$, where $4\pi r^2\varphi_0^2\simeq4Z^3r^2(1-2Zr)$. The $1/r$ parts of the integrands are $-Z^6/(4r)$ from $V'^2/32$ and $Z^6/(2r)$ from $gvV'/8$. Hence $R_4$ contains $\frac14Z^6\ln(1/a)$. In $F_2$ the cross term $\frac14f'V'$ gives $-Z^6/(2r)$ and $-V'^2/32$ gives $+Z^6/(4r)$, so both divergences have the opposite sign there.

The sum stays finite. In (\ref{run}) and (\ref{three}) the region $r\lesssim a$ has $v$ and $f'$ of order $1/a$, hence contributes at most of order $a^2\cdot a^{-2}\cdot a=a$; outside it the integrands approach their Coulomb forms.

\section{Reading the numbers}

For $Z=1$ and $a=10^{-5}$ bohr, the explicit operator $h_2$ gives $F_2=-12082.61001$, while $R_4=12082.54751$. Their sum is $-0.06250$, the value $-1/16$ to the digits shown. A relative error of $10^{-6}$ in one piece alone would shift the sum by about $0.012$, or 19\% of $E_2$. Direct perturbation theory avoids this subtraction. Between $a=10^{-2}$ and $10^{-3}$ bohr the deviation of $E_2$ from $-1/16$ falls from about $1.0\times10^{-3}$ to $2.4\times10^{-5}$, faster than the order-$a$ estimate requires. The leading part of (\ref{run}) near the nucleus is $f'\simeq-\frac12gv$, so the $a^{-2}$ parts of $-\frac12f'^2$ and $\frac18g^2v^2$ cancel point by point and the order-$a$ term drops out of the sum. The two deviations are close to $\frac12(a\ln a)^2$; this rate is read from the numbers and is not derived here.

The general formulas were also tested away from the Coulomb limit. At $a=0.5$ bohr, numerical solution of the radial Dirac equation at small positive and negative $\lambda$ gives $E_2=-0.0054324$, in agreement with (\ref{three}) to the printed digits. This is less than a tenth of the point-charge magnitude. At this $a$ the smoothing raises the potential for $r<0.48$ bohr, most strongly at the nucleus. Beyond that radius, where about 95\% of the density lies, it lowers the potential, by at most $0.10$ hartree near $r=0.75$ bohr.

Hydrogen-like bismuth, $Z=83$, shows the size of the orders when $Z\alpha=0.6057$ is not small. With a point nucleus,
\begin{equation}
-3444.50-315.90-57.94=-3818.35\ \text{hartree}
\end{equation}
to within rounding of the last digit. The $c^{-4}$ term is $-57.94$ hartree, or $-1576.7$ eV. The closed Dirac energy is $-3836.37$ hartree, so higher orders supply $-18.02$ hartree. That is 0.5\% of the total energy, but 4.6\% of the relativistic shift, $-3836.37+3444.50=-391.87$ hartree. The ratio of the $c^{-4}$ to the $c^{-2}$ term is $57.94/315.90=0.183$, equal to $(Z\alpha)^2/2$ as the formulas require. These are energies of the stated model; corrections for finite nuclear size, recoil and QED must be added before comparison with a measured level. Nuclear size alone, for a uniformly charged sphere of rms radius 5.52 fm, raises the Dirac level by about $2.7$ hartree (75 eV) and changes the $c^{-4}$ term to about $-57.3$ hartree. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Exact series coefficients E0/Z^2, E1/Z^4, E2/Z^6: -1/2 -1/8 -1/16
1/r coefficient in q1/phi0 from phi1': -Z**2/4 ; from v q0: Z**2/4
Point charge, quadrature, atomic units:
  E1/Z^4 = -0.12500000
  <phi0|W|phi1>/Z^6 = -0.25000000
  <chi0|v^2|chi0>/(2 Z^6) = 0.15625000
  -E1<chi0|chi0>/Z^6 = 0.03125000
  E2/Z^6 = -0.06250000
  E2/Z^6 with phi0 admixed to phi1 = -0.06250000
Smooth potential, Z = 1, a = 0.5 bohr, atomic units:
  E1: DPT -0.0632881, direct Dirac -0.0632881
  E2: DPT -0.0054324, direct Dirac -0.0054324
Pauli pieces, Z = 1 (a in bohr; F2, R4, E2 in atomic units):
  a = 1e-01  F2 = -1.42101  R4 = 1.37930  E2 = -0.041705
  a = 1e-02  F2 = -12.86335  R4 = 12.80186  E2 = -0.061487
  a = 1e-03  F2 = -122.16090  R4 = 122.09842  E2 = -0.062476
  a = 1e-04  F2 = -1209.94552  R4 = 1209.88302  E2 = -0.062500
  a = 1e-05  F2 = -12082.61001  R4 = 12082.54751  E2 = -0.062500
Coefficient of 1/a in R4, formula: 0.120801
a*R4 at smallest a: 0.120825
Coefficient of ln(1/a) in R4, from last two rows: 0.25000
Hydrogen-like Bi, Z = 83, point nucleus:
  alpha = 0.0072973526, Z alpha = 0.605680
  order c^0  energy = -3444.5000 hartree
  order c^-2 energy = -315.9025 hartree
  order c^-4 energy = -57.9442 hartree = -1576.74 eV
  sum through c^-4  = -3818.3467 hartree
  closed Dirac energy = -3836.3696 hartree = -104392.9 eV
  higher-order remainder = -18.0229 hartree
\end{verbatim}
